# The Chodura condition for cold ions entering an oblique magnetic presheath

Suppose that a calculation of the plasma near a wall starts with ions streaming along an oblique magnetic field at 0.8 of the sound speed. The ions should bend toward the wall, accelerate, and reach the Debye sheath with a normal velocity equal to the sound speed. They do not. The potential cannot fall away from its upstream value: a small disturbance makes it ripple in space, and an undisturbed stream remains uniform. The missing ingredient is a condition on the speed along the field at the entrance of the layer.

Let $x$ be the normal coordinate, increasing toward a plane absorbing wall. The magnetic field is uniform and makes an angle $\alpha$ with the wall surface, $0<\alpha<90^\circ$:

$$\mathbf B=B(s,c,0),\qquad s=\sin\alpha,\quad c=\cos\alpha .$$

The state is steady and depends on $x$ alone, and there is no electric field along the wall. The ions are singly charged and cold, and inside the layer they neither collide nor are created. The wall repels electrons, whose density follows the Boltzmann law $n_e=n_0e^{e\phi/T_e}$, with $T_e$ in energy units and $\phi=0$ at the entrance. Define

$$c_s=\sqrt{T_e/m},\quad \Omega=eB/m,\quad \rho_s=c_s/\Omega,\quad \psi=e\phi/T_e .$$

From here velocities are measured in $c_s$, lengths in $\rho_s$ and densities in $n_0$; a prime means $d/dx$. The ion velocity is $(w,v,u)$. Since $(w,v,u)\times(s,c,0)=(-cu,\;su,\;cw-sv)$, continuity and momentum read

$$(nw)'=0,\qquad ww'=-\psi'-cu,$$
$$wv'=su,\qquad wu'=cw-sv. \tag{1}$$

The layer is much thicker than the Debye length $\lambda_D$ but may be as thin as $\rho_s$. Far upstream, on this scale, the state is uniform. All derivatives then vanish, so $u=0$ and $cw=sv$: the ions move along the field. With parallel speed $M$,

$$w_0=Ms,\qquad v_0=Mc,\qquad u_0=0. \tag{2}$$

The question is which values of $M$ allow the plasma to leave this state and reach $w=1$, where the Debye sheath begins. I take $Ms<1$; otherwise the normal velocity already satisfies the Bohm condition and no magnetic presheath is needed to produce it.

Consider first a small disturbance proportional to $e^{\kappa x}$. The last two equations of (1) give

$$\delta v=\frac{\delta u}{M\kappa},\qquad Ms\kappa\,\delta u=c\,\delta w-s\,\delta v .$$

Eliminating $\delta v$ gives

$$\delta u=\frac{cM\kappa}{s(1+M^2\kappa^2)}\,\delta w .$$

The normal momentum equation, $Ms\kappa\,\delta w=-\kappa\,\delta\psi-c\,\delta u$, becomes

$$\delta\psi=-M\left[s+\frac{c^2}{s(1+M^2\kappa^2)}\right]\delta w .$$

Continuity gives $\delta n=-\delta w/(Ms)$. Using $s^2+c^2=1$, the ion density response is therefore

$$\chi\equiv\frac{\delta n}{\delta\psi}=\frac{1+M^2\kappa^2}{M^2(1+s^2M^2\kappa^2)} . \tag{3}$$

The electron response is $\delta n_e=\delta\psi$. Quasineutrality requires $\chi=1$, or $1+M^2\kappa^2=M^2+s^2M^4\kappa^2$, hence

$$\kappa^2=\frac{M^2-1}{M^2(1-s^2M^2)} . \tag{4}$$

For $Ms<1$ the denominator is positive. A disturbance that grows toward the wall without oscillating requires $M>1$. For $M<1$ the exponent is imaginary. At $\alpha=20^\circ$, for instance, $\kappa^2=-0.259$ for $M=0.9$ and $+0.202$ for $M=1.1$. The second value gives an e-folding length $1/\sqrt{0.202}=2.2$ in units of $\rho_s$.

The two limits of (3) show what is at work. When the potential varies slowly, $|\kappa|M\ll1$, the ions remain tied to the field and $\chi\to1/M^2$: their density responds through parallel inertia. When it varies rapidly, $\chi\to1/(Ms)^2$, the unmagnetized response governed by the normal velocity. At the threshold $\kappa\to0$, so the entrance of a marginal layer belongs to the slow limit, and the parallel speed decides whether the layer can start. The Bohm condition on $w$ comes into force at the other end.

Quasineutrality is not responsible for the threshold. If charge separation is kept, Poisson's equation is $\lambda^2\psi''=n_e-n$, with $\lambda=\lambda_D/\rho_s$ and $\lambda_D$ evaluated at the entrance. Its linear form is $\lambda^2\kappa^2=1-\chi$. With $Y=\kappa^2$, multiplication by the denominator of (3) gives

$$\lambda^2s^2M^4Y^2+M^2(1-s^2M^2+\lambda^2)Y+1-M^2=0. \tag{5}$$

For $M<1$ all three coefficients are positive. Put $A=1-s^2M^2$. The discriminant divided by $M^4$ is $(A+\lambda^2)^2-4\lambda^2s^2(1-M^2)$. Because $A-s^2(1-M^2)=c^2>0$, it exceeds $(A+\lambda^2)^2-4\lambda^2A=(A-\lambda^2)^2\ge0$. Both roots $Y$ are thus real and negative, and every nonuniform disturbance oscillates. For $M>1$ the product of the roots is negative, so one root $Y$ is positive and supplies one growing mode. The linear threshold is $M=1$ for any Debye length.

The sign has a simple reading. In a slow potential drop, $\delta\psi<0$, the electron density falls by $|\delta\psi|$ and the ion density by $|\delta\psi|/M^2$. If $M<1$, more ions than electrons are lost, the net charge is negative, and $\psi''>0$ bends the potential back toward zero. If $M>1$, the net charge is positive and the drop steepens.

Linear theory leaves two matters open: whether $M=1$ itself is admissible, where (4) gives $\kappa=0$, and whether a layer that starts well actually reaches $w=1$. Both are settled by first integrals of the quasineutral equations.

Quasineutrality gives $n=e^\psi$, and continuity gives $n=w_0/w$, so

$$\psi=-\ln(w/w_0),\qquad \psi'=-w'/w. \tag{6}$$

The normal momentum equation becomes $(w-1/w)w'=-cu$. Replacing $u$ by $wv'/s$ from the $y$ equation and dividing by $w$ gives $v'=-(s/c)(1-1/w^2)w'$. Integration from the entrance yields

$$v=Mc-\frac sc\left(w+\frac1w-w_0-\frac1{w_0}\right). \tag{7}$$

Next multiply the three momentum equations by $w$, $v$ and $u$ and add them. The magnetic terms cancel, leaving $w(ww'+vv'+uu')=-w\psi'$. Thus $w^2+v^2+u^2+2\psi=M^2$, or

$$u^2=F(w)\equiv M^2+2\ln\frac w{w_0}-w^2-v^2. \tag{8}$$

A real flow needs $F\ge0$. At the entrance $F(w_0)=0$. To find its sign elsewhere, differentiate. From (7), $dv/dw=(s/c)(1-w^2)/w^2$, so

$$\frac{dF}{dw}=\frac{2(1-w^2)}{w^2}\left(w-\frac sc v\right).$$

Insert (7) for $v$, and use $w+1/w-w_0-1/w_0=(w-w_0)[1-1/(ww_0)]$:

$$w-\frac sc v=(w-w_0)\left[1+\frac{s^2}{c^2}-\frac{s^2}{c^2ww_0}\right].$$

Since $1+s^2/c^2=1/c^2$ and $w_0=Ms$, the result is

$$\frac{dF}{dw}=\frac{2(1-w^2)(w-w_0)}{c^2w^2}\left(1-\frac{s}{Mw}\right). \tag{9}$$

Take $M\ge1$. For $w_0<w<1$ we have $w>Ms\ge s/M$, so every factor is positive. $F$ rises from zero and stays positive up to and including $w=1$. The normal momentum equation, solved for the gradient,

$$w'=\frac{cuw}{1-w^2}, \tag{10}$$

then accelerates the ions on the branch $u=+\sqrt F$. The distance from any $w>w_0$ to the edge,

$$X(w)=\int_w^1\frac{1-q^2}{c\,q\sqrt{F(q)}}\,dq, \tag{11}$$

is finite, so the edge is reached. There the gradient diverges in general, which marks the failure of quasineutrality and the start of the Debye sheath.

Now take $M<1$. Just above $w_0$ the last factor in (9) is negative, because $w<s/M$, and $F$ falls below zero. Below $w_0$ the last two factors are both negative, so $F$ increases toward its zero at $w_0$ and is again negative. Neither direction is open. Under the stated assumptions, with $Ms<1$, an accelerating layer from a uniform entrance to the sonic edge exists if and only if

$$u_\parallel\ge c_s . \tag{12}$$

Here $u_\parallel=Mc_s$ is the entrance speed along the field, not the drift component $u$. This is the Chodura condition. For $M>1$ equation (9) also permits a departure to $w<w_0$, but by (6) that raises the potential; the electron-repelling wall selects the other direction.

The contrast also shows when the nonlinear equations are integrated from a small kick. I integrated (1) with (6) by an eighth-order Runge–Kutta method for $\alpha=20^\circ$. The variable $\tau$, with $dx=(1-w^2)d\tau$, removes the singularity of (10). Raising $w$ initially by 0.2% above $Ms$, with $v=Mc$ and $u=0$, gave for $M=0.8$ a ripple whose largest excursion up to $\tau=300$ was 0.84% of $w_0$. The same relative kick at $M=1.2$ took the flow to $w=1$. The kick must be small for this contrast: at $M=0.8$ one of 5% also reaches $w=1$. Such a flow does not contradict the condition, because it does not grow out of the uniform state.

At equality the departure is algebraic. Set $M=1$ and $w=s(1+\eta)$ with $\eta\ll1$. Equation (9) reduces to $dF/d\eta=2\eta^2$, so $F=2\eta^3/3$. Equation (10) becomes $\eta'=u/c=\sqrt{2/3}\,\eta^{3/2}/c$. If $d$ is the upstream distance from a suitable origin near the edge, then $d(\eta^{-1/2})/dd=1/(\sqrt6\,c)$ and

$$\eta\simeq\frac{6c^2}{d^2},\qquad \psi\simeq-\frac{6c^2}{d^2}. \tag{13}$$

The layer therefore has a long tail instead of the exponential one found for $M>1$. At its inner end, $w=1$, equations (7) and (8) with $M=1$ give

$$v=c-\frac sc\left(2-s-\frac1s\right)=\frac{2(1-s)}c,$$
$$u^2=-2\ln s-\frac{4(1-s)}{1+s}. \tag{14}$$

By (6), the potential drop across the layer is $(T_e/e)\ln(1/s)$, and the density falls by the factor $s$.

The layer demands only an inequality. In a cold-fluid model, equality comes from upstream. Let ions be born at rest by ionization at a frequency $\nu\Omega$, with $\nu$ so small that the source region is much longer than $\rho_s$. To leading order the ions there follow the field. Their continuity equation is $s(nM)'=\nu n$. Newborn ions bring no momentum. If all ions at one place are also assigned a single common velocity, the parallel momentum flux plus electron pressure is conserved, $[n(M^2+1)]'=0$. If $n_*$ is the density where $M=0$,

$$n=\frac{n_*}{1+M^2},\qquad nM=\frac{n_*M}{1+M^2}. \tag{15}$$

Differentiating the flux and inserting it into continuity gives

$$M'=\frac\nu s\,\frac{1+M^2}{1-M^2}. \tag{16}$$

The source must increase the flux, but the flux in (15) has its maximum at $M=1$. A smooth flow starting from rest can therefore come up to $M=1$ and not pass it within this slow description. The layer needs $M\ge1$ and the source region supplies $M\le1$; in the limit of wide scale separation they join at $M=1$. The density has then halved, corresponding to an upstream drop $(T_e/e)\ln2$. These values belong to the single-velocity model. Without collisions, ions born at different places keep different speeds, and the drop rises to about $0.85\,T_e/e$.

The approach to that limit is slow. To see it, ionization can be retained everywhere: the right side of continuity becomes $\nu n$, and $-\nu w$, $-\nu v$, $-\nu u$ are added to the three momentum equations. I integrated this system by the same method at $\alpha=20^\circ$, from the slow solution at $M=0.2$ to $w=1$. At a distance $20\rho_s$ before the sonic edge the parallel speed was 0.73, 0.90 and 0.97 of $c_s$ for $\nu/s=3\times10^{-3}$, $5\times10^{-4}$ and $10^{-4}$. In the last case the edge density was $0.17125\,n_*$, against the limiting value $s/2=0.17101$.

As a numerical case take Cl$^+$ ions in a magnetized, low-pressure chlorine etch plasma. Rough inputs are $T_e=3$ eV, $B=0.1$ T, $\alpha=20^\circ$, an entrance density of $10^{17}$ m$^{-3}$ and an ion mass of 35.45 atomic mass units. Then

$$c_s=\sqrt{\frac{3\ \mathrm{eV}}{35.45\ \mathrm u}}=2.86\ \mathrm{km/s},$$
$$\rho_s=\frac{2.86\times10^3\ \mathrm{m/s}}{2.72\times10^5\ \mathrm{s^{-1}}}=10.5\ \mathrm{mm}.$$

The ions must enter with at least 2.86 km/s along the field, a directed energy of $T_e/2=1.5$ eV. At equality their normal speed is only $0.342\times2.86=0.98$ km/s, and the flux to the wall is $n_0c_ss=9.8\times10^{19}$ m$^{-2}$s$^{-1}$. The layer must raise the normal speed to 2.86 km/s. Its potential drop is $3\ln(1/0.342)=3.22$ V, following 2.08 V in the single-velocity source model.

Evaluating (11) by adaptive quadrature and solving for $w$ gives the profile for $M=1$:

| Distance from sonic edge | $w$ (in $c_s$) | $\phi$ (V) |
|---|---:|---:|
| 10.5 mm ($1\rho_s$) | 0.533 | −1.33 |
| 31.5 mm ($3\rho_s$) | 0.410 | −0.55 |
| 105 mm ($10\rho_s$) | 0.354 | −0.11 |

Of the 3.22 V, 1.89 V falls within the last $\rho_s$. At $10\rho_s$ the normal speed is still 3.6% above its entrance value. Formula (13) gives that excess at $d=12.2$, so its origin lies about $2\rho_s$ on the wall side of the sonic edge.

At the edge (14) gives $v=1.40$ and $u=0.43$. The ion velocity makes an angle $\arctan\sqrt{1.40^2+0.43^2}=55.7^\circ$ with the normal, whereas the field makes $70^\circ$. The ion energy is $1.5+3.22=4.72$ eV. In a Debye sheath thin compared with $\rho_s$, a further voltage $V$ changes the normal velocity alone to leading order, so the angle at the wall obeys $\tan\theta=\sqrt{v^2+u^2}/\sqrt{1+2eV/T_e}$. For $V=3T_e/e$ the sheath spans about ten Debye lengths and is thin here, because the Debye length at its edge is $0.0066\rho_s$; a larger $V$ thickens it.

Real reactors strain other assumptions more. With a pressure of 0.2 mTorr, a gas temperature of 400 K and an assumed ion–neutral cross-section of 0.5 nm$^2$, the mean free path $k_BT/(p\sigma)$ is 414 mm. Its normal projection is $13.5\rho_s$, barely beyond the last row of the table. This pressure is low for etching; at 1 mTorr the projection would be $2.7\rho_s$ and collisions would enter the layer itself. Chamber size is a stronger restriction. Integrating (16) from $M=0$ to 1 gives a normal source length $(\pi/2-1)s/\nu$, which for $\nu/s=3\times10^{-3}$ is $190\rho_s$, or 2 m. Even that length, larger than a typical chamber, left the parallel speed at $0.73c_s$ a distance of 210 mm from the edge. In such a device the source region and the magnetic presheath overlap, and (12) is a limiting condition, not a sharp speed to be expected at a marked position.

The composition of the plasma matters too. If the total negative charge density has slope $g=d\ln n/d\psi$ at the entrance, quasineutrality reads $\chi=g$, and the slow limit of (3) moves the linear threshold to $M^2=1/g$. For Boltzmann negative ions of temperature $T_-$, with density ratio $a$ to the electrons there,

$$M^2=\frac{1+a}{1+aT_e/T_-}. \tag{17}$$

An assumed $a=0.01$ and $T_-=0.1$ eV lower this linear threshold to $0.88c_s$, or 2.52 km/s. That is only the condition for the layer to start. The negative ions are depleted after a small potential drop, and reaching the sonic edge then takes a somewhat higher entrance speed. Whether that many negative ions reach the entrance depends on the upstream drop: one of 2.08 V would reduce their density by $e^{-20.8}\approx10^{-9}$. A plasma of Cl$_2^+$ alone would have a sound speed 0.71 times that of Cl$^+$; a mixture needs its own ion response. With an assumed ion temperature of 0.1 eV, the thermal speed $\sqrt{T_i/m}$ is $0.18c_s$, so a single entrance speed is itself an approximation, and its correction is not computed here.

The Boltzmann electrons set a limit at grazing angles. Suppose that the electron gyroradius is negligible compared with the sheath thickness. At a floating wall, equating the ion flux $n_0c_ss$ to the one-way electron flux along the field, $n_0s\,e^{\psi_w}\sqrt{T_e/2\pi m_e}$, gives a total drop $|\psi_w|=\tfrac12\ln(m/2\pi m_e)$. The magnetic presheath drop $\ln(1/s)$ uses all of it when $s=\sqrt{2\pi m_e/m}$, about $0.6^\circ$ for Cl$^+$. Near and below that angle the Boltzmann law itself fails in the inner part of the layer, because electrons absorbed by the wall are missing from the returning stream. The estimate therefore marks where this model ends, not the angle at which the Debye sheath vanishes; the example at $20^\circ$ is far from this limit. In the chlorine example, however, the electron gyroradius $\sqrt{T_em_e}/(eB)=0.041$ mm is comparable with the Debye length at the sheath edge, 0.070 mm. Gyration then carries more electrons to the wall, and the floating drop is larger than the formula gives.
